# Why the Large-Component Block in X2C Stays Invertible as Z Approaches c, part 2

The X2C matrix $X=C_SC_L^{-1}$ requires an invertible, well-conditioned $C_L$. Atomic units are used, with the rest energy $c^2$ subtracted; $V\le0$ and $\nu=Z/c$. In orthonormal large and small bases of $n$ functions each, $H$ has diagonal blocks $A$, $D$ and coupling $B$. The upper $n$ eigenvectors, the positive block, are the columns of $(C_L;C_S)$. Their lowest energy is $\varepsilon_1$; $\lambda_1$ is the lowest eigenvalue of $H$, and $d=\lambda_{\max}(D)\le-2c^2$. The principal angles $\theta_k$ between this block and the large space give

$$\|X\|=\tan\theta_{\max},\qquad \operatorname{cond}C_L=\frac{\cos\theta_{\min}}{\cos\theta_{\max}} .$$

The invertibility theorem: $\varepsilon_1>d$ implies that $C_L$ is invertible. Also,

$$\cos^2\theta_{\max}\ \ge\ \frac{\varepsilon_1-d}{\varepsilon_1-\lambda_1}.$$

For $E>d$, the number of eigenvalues of $H$ below $E$ is $n$ plus the number of negative eigenvalues of $K(E)=A-E+B(E-D)^{-1}B^\dagger$. At $Z_{\rm cr}$ the lowest eigenvalue of $K(-2c^2)$ crosses zero. "Raw cond" refers to $S^{-1/2}C_L$, with $S$ the overlap of the normalized large functions.

$P$ and $Q$ are the large and small radial functions, $\kappa$ the angular quantum number, and $\gamma=\sqrt{\kappa^2-\nu^2}$. The point-nucleus 1s state has $\varepsilon=-c^2(1-\gamma)$, at distance $c^2(1+\gamma)$ from $-2c^2$, and $Q=tP$ with $t^2=(1-\gamma)/(1+\gamma)$.

At $r\ll1/c$ and high energy the mass terms drop out and the point-nucleus problem has no scale. Mellin transforms at $z=\tfrac12+is$ then give a continuum of angles,

$$\tan\theta_\kappa(s)=\frac{|F_1+(a/\kappa)F_2|}{|F_1-(a/\kappa)F_2|},$$

with $a=\gamma+i\nu$, $\mu=\gamma+\tfrac12+is$, $b=2\gamma+1$, $F_1={}_2F_1(a,\mu;b;2+i0)$ and $F_2$ the same with $a+1$. At $s=0$, for $\kappa<0$,

$$\theta_\infty=\frac\pi4+\frac12\arcsin\frac{\nu}{|\kappa|}+\arg\Gamma\Big(\frac{1+a}2\Big)-\arg\Gamma\Big(1+\frac a2\Big).$$

Below, $\sin\beta=\nu/|\kappa|$ and $\varphi$ is the difference of the two gamma-function arguments.

The example is Ir$^{76+}$ ($Z=77$, $\nu=0.5619$), with a Gaussian nucleus of rms radius $5.40\times10^{-5}$ Å and a 20s14p even-tempered basis of ratio 3, with exponents from $1.79$ Å$^{-2}$ up to $2.1\times10^9$ Å$^{-2}$ (s) and $2.8\times10^6$ Å$^{-2}$ (p). For $\kappa=-1$ it gave $\tan\theta_{\max}=1.1100$ and cond $=1.494$.

**Q.** Why is it the s$_{1/2}$ channel that tilts toward the small space?

**A.** First order in $\nu$ shows the cause. In momentum space $1/r$ has the kernel $1/(2\pi^2|\mathbf k-\mathbf k'|^2)$. Projected on angular momentum $l$, for radial functions normalized in $dk$, it is

$$v_l(k,k')=kk'\,2\pi\!\int_{-1}^1\!\frac{P_l(u)\,du}{2\pi^2(k^2+k'^2-2kk'u)}=\frac1\pi Q_l(\cosh x),\qquad e^x=k'/k,$$

with the Legendre function $Q_l(\zeta)=\frac12\int_{-1}^1P_l(u)\,du/(\zeta-u)$. For $\kappa=-1$ the large part has $l=0$ and the small part $l=1$. The massless operator divided by $c$ has $-\nu v_0$, $-\nu v_1$ on the diagonal and $k$ off it, with a phase choice that makes $k$ positive. The unperturbed states are $(1,\pm1)/\sqrt2$ with energies $\pm k$. Mixing among positive states leaves the subspace unchanged. The admixture of the negative state $k$ into the positive state $k'$ is the matrix element $-\nu(v_0-v_1)/2$ over the energy difference $k'+k$. This kernel is homogeneous of degree $-1$, so it multiplies $k^{-1/2+is}$ by a number $\eta=-\nu m(s)/2$. Setting $k=1$ and using $dk'\,k'^{-1/2}/(1+k')=dx/(2\cosh\frac x2)$,

$$m(s)=\frac1\pi\int_{-\infty}^\infty e^{isx}\,\frac{(Q_0-Q_1)(\cosh x)}{2\cosh(x/2)}\,dx .$$

The perturbed vector is $(1,1)+\eta(1,-1)$, so $\tan\theta=(1-\eta)/(1+\eta)=1+\nu m(s)+O(\nu^2)$. By scaling and norm conservation the passage to position space sends $s\to-s$ with a factor of modulus one in each component, and $m$ is even, so this is the same function of $s$ as before.

Now $Q_0-Q_1=\frac12\int(1-u)\,du/(\zeta-u)>0$. The nucleus attracts the $l=0$ large function more than its $l=1$ small partner, the upper diagonal element falls below the lower one, and the upper eigenvector leans toward the small space. Positivity of the integrand also gives $|m(s)|\le m(0)$, so at first order the maximum is at $s=0$. The closed form agrees: for small $\nu$, $\beta\approx\nu$, $\gamma\approx1$, and $\arg\Gamma(x+iy)\approx y\,\psi_0(x)$ with the digamma function $\psi_0$ gives $\varphi\approx\frac\nu2[\psi_0(1)-\psi_0(\frac32)]=\nu(\ln2-1)$. Then $\theta_\infty=\pi/4+\nu(\ln2-\frac12)$, and $\tan(\pi/4+\delta)\approx1+2\delta$ gives the slope $2\ln2-1$. Quadrature of $m(0)$ gives $0.386294$, equal to this and to the slope of the hypergeometric formula. For iridium first order gives $1+0.5619\times0.3863=1.217$, against the full $1.2591$.

**Q.** Is $\theta_\infty$ the largest angle, and what happens to it as $Z\to c$?

**A.** The derivation shows that $\theta_\infty$ is a limiting angle, so it is a lower bound on the supremum. That it is the supremum I have not proved beyond the first-order massless statement. The numerical support is this. On a grid of $s$ from 0 to 6 at four values of $\nu$ up to 1, the maximum for $\kappa=-1$ is at $s=0$ and exceeds the $\kappa=+1$ values, and $\theta_\infty$ for $\kappa=-2$ is smaller. With the mass included, three nested point-nucleus s bases of 33, 48 and 63 functions, the last reaching $1.7\times10^{24}$ Å$^{-2}$, give:

| $\nu$ | $\tan\theta_{\max}$: 33, 48, 63 | $\tan\theta_\infty$ | $1/\cos\theta_\infty$ |
|---|---|---|---|
| 0.2 | 1.0700, 1.0777, 1.0795 | 1.0809 | 1.4725 |
| 0.5619 | 1.2263, 1.2484, 1.2540 | 1.2591 | 1.6079 |
| 0.9 | 1.4437, 1.5021, 1.5194 | 1.5369 | 1.8336 |
| 0.99 | 1.5378, 1.6369, 1.6742 | 1.7187 | 1.9885 |
| 0.999 | 1.5497, 1.6587, 1.7047 | 1.7758 | 2.0380 |

When the basis also holds diffuse functions, for which $\theta_{\min}\to0$, the last column is the limiting condition number if $\theta_\infty$ is the supremum, and a lower bound on it otherwise. Every entry lies below the limit and rises toward it. For iridium the largest basis falls short by $1.2591-1.2540=0.0051$, or 2% of the excess $0.2591$ over 1. The asserted tests are a monotone rise and agreement within 15% of the excess for $\nu\le0.9$, and for all $\nu$ in the scan that $\tan\theta_{\max}$ stays under $1.02\tan\theta_\infty$.

At $\nu=1$, $\gamma=0$ and $a=i$, so $\beta=\pi/2$ and $\varphi=-0.75073+0.24406=-0.50667$ rad. Then $\theta_\infty=\pi/2-0.50667=1.06413$ rad $=60.97^\circ$, $\tan\theta_\infty=1.802$, $\cos\theta_\infty=0.4853$, and $1/\cos\theta_\infty=2.06$. The gamma arguments $(1+i)/2$ and $1+i/2$ are away from poles, so $\varphi$ is continuous as $\nu\to1$, and since $\varphi$ is negative there, $\theta_\infty=\pi/2+\varphi$ lies below $\pi/2$ and $1/\cos\theta_\infty$ is finite. This number moves from $\sqrt2$ at $Z=0$ through $1.61$ at iridium to $2.06$ at $Z=c$.

What does degrade near $\nu=1$ is basis convergence. At $\nu=0.999$ the 48-function basis puts the 1s level $547063$ eV above $-2c^2$ against $c^2(1+\gamma)=533846$ eV, an error of 2.5% of that distance, while at $\nu=0.9$ both are $733738$ eV. A scaling argument, not tested here, suggests a cause: the potential-energy integrand goes as $r^{2\gamma-1}$, so the region inside the tightest Gaussian, of radius $r_0$, carries a fraction of order $(Zr_0)^{2\gamma}$, which falls slowly when $\gamma$ is small.

**Q.** A real nucleus is finite. How much of this survives?

**A.** The invertibility theorem is unchanged, since it used $V\le0$ and $\varepsilon_1>d$. The scale-free region is cut to the range between the nuclear radius and $1/c$, and $\tan\theta_{\max}$ for iridium is $1.110$, below the point-nucleus limiting value $\tan\theta_\infty=1.2591$. My reading, a conjecture, is that a packet confined to a finite range of $\ln r$ averages over $s$, where $\tan\theta_{-1}(s)$ falls to $1.2068$ at $s=0.5$ and $1.1206$ at $s=1$; the same reading would cover the slow rise in the table. The finite-nucleus value is stable: a 31-function s basis of ratio 2.5 reaching $3.1\times10^{11}$ Å$^{-2}$ returns the same $\cos\theta_{\max}=0.66934$.

**Q.** Then where does the inversion fail?

**A.** Just beyond the diving point, once the 1s level has fallen below the top of the discretized negative continuum, when the block is chosen by energy order. Raise a model charge on the same Gaussian radius, in the 31-function basis. The point $Z=c$ passes without any feature: cond is $1.619$ at $Z=137.04$ and $1.658$ at $150$. The zero of $K(-2c^2)$ is at $Z_{\rm cr}=166.5$, a number tied to this radius and to the one-electron model, and diagonalization puts $\varepsilon_1$ at $-2c^2$ there. Two units below, $\varepsilon_1-d$ has shrunk to $7.1\times10^4$ eV and the lowest state has $\tan\theta=1.26$, yet $\cos\theta_{\max}=0.583$ and cond $=1.714$.

Five units above, $K(-2c^2)$ has one negative eigenvalue, so $n+1$ levels lie below $-2c^2$, and $\varepsilon_1-d=-5.0$ eV: the hypothesis is violated. Crossing $-2c^2$ is not yet enough: while $d<\varepsilon_1<-2c^2$ the theorem still applies, and cond is $1.72$ at $Z_{\rm cr}+0.02$ but already $2\times10^5$ at $Z_{\rm cr}+0.05$, where $\varepsilon_1<d$. The theorem then gives no guarantee either way, and the calculation shows the collapse. The lowest member of the block has small-to-large ratio $456$. This is what a slow positron state looks like: the second radial equation gives $P=-c(Q'-\kappa Q/r)/(\varepsilon-V)$, which for $\varepsilon\approx-2c^2$ and $|V|\ll2c^2$ is of order $pQ/2c$. The ratio is therefore about $2c/p$, with $p$ the lowest momentum the basis can hold: its value is set mainly by the most diffuse exponent and grows as that exponent is lowered, through $187$, $456$ and $1125$ for smallest exponents $2.23$, $0.357$ and $0.057$ Å$^{-2}$, about $0.8$ of $2c/p$ in each case. A column of $C_L$ of length $1/456=0.0022$ bounds the smallest singular value from above, so cond is at least about $456$.

The printed value, $4.5\times10^7$, is five orders of magnitude larger than that. The bound allows it, because a combination with the other columns can cancel most of the remaining large part, but I have not derived its size. It is not a converged number: it moves between $1\times10^7$ and $4\times10^8$ when the basis ratio or the smallest exponent is changed, and it grows with $Z-Z_{\rm cr}$, so I rely on the collapse itself and not on the printed size. The test asserts that $\cos\theta_{\max}$ drops by more than a factor of 20 across $Z_{\rm cr}$ and that the ratio for the lowest state exceeds 20.

## Numbers as computed

```
c = 137.035999 a.u., 2c^2 = 1021997.9 eV
free electron, 20s: tan_max = 0.99769, cond = 1.41257
Ir76+: Z = 77, nu = 0.56190, gamma = 0.82721, A = 193, r_rms = 5.4012e-05 A
basis ratio 3: min 1.786, s max 2.075e+09, p max 2.847e+06 A^-2
 kappa -1: eps1 = -88255.1 eV, d+2c^2 = -1172.9 eV, lambda_1 = -2.4611e+08 eV
   tan_min 0.00412 tan_max 1.10998 theta_max 47.984 deg cos_min 0.66934 bound 0.06164
   tan(lowest state) 0.30731 cond 1.49399 raw cond 28.20 sqrt(cond S) 22.25
 kappa +1: eps1 = -22565.9 eV, d+2c^2 = -1686.6 eV, lambda_1 = -1.2567e+07 eV
   tan_min 0.00547 tan_max 0.89022 theta_max 41.676 deg cos_min 0.74692 bound 0.28250
   tan(lowest state) 0.15029 cond 1.33882 raw cond 10.04 sqrt(cond S) 9.48
 kappa -2: eps1 = -20574.9 eV, d+2c^2 = -1060.0 eV, lambda_1 = -1.1424e+07 eV
   tan_min 0.00548 tan_max 0.97120 theta_max 44.163 deg cos_min 0.71736 bound 0.29649
   tan(lowest state) 0.14335 cond 1.39397 raw cond 10.77 sqrt(cond S) 9.48
PySCF X: 124 spinors, norm = 1.10998, max deviation from radial tan = 8.1e-14
Mellin kappa -1 nu 0.9 s 0.0: ODE 1.536927, 2F1 1.536928
Mellin kappa -1 nu 0.9 s 0.7: ODE 1.284764, 2F1 1.284763
Mellin kappa +1 nu 0.6 s 0.3: ODE 0.794736, 2F1 0.794736
first-order slope s = 0.0: kernel quadrature 0.386294, 2F1 difference 0.386294
first-order slope s = 1.0: kernel quadrature 0.206321, 2F1 difference 0.206321
Ir tan(s), s=0,0.5,1,2,4: 1.2591 1.2068 1.1206 1.0331 1.0045
nested s bases ratio 2.5, min 0.3571 A^-2, sizes [33, 48, 63], max A^-2 1.94e+12 1.80e+18 1.68e+24
nu 0.2000 Z 27.41: gap exact 1011674 eV, basis 1011674 eV, tan 1s exact 0.10102 basis 0.10102
   tan_max 1.0700 1.0777 1.0795 limit 1.0809; theta_inf 47.226 deg; cond 1.4715 limit 1.4725
nu 0.5619 Z 77.00: gap exact 933701 eV, basis 933701 eV, tan 1s exact 0.30752 basis 0.30752
   tan_max 1.2263 1.2484 1.2540 limit 1.2591; theta_inf 51.542 deg; cond 1.6039 limit 1.6079
nu 0.8000 Z 109.63: gap exact 817598 eV, basis 817598 eV, tan 1s exact 0.50000 basis 0.50000
   tan_max 1.3657 1.4068 1.4182 limit 1.4293; theta_inf 55.022 deg; cond 1.7353 limit 1.7444
nu 0.9000 Z 123.33: gap exact 733738 eV, basis 733738 eV, tan 1s exact 0.62679 basis 0.62679
   tan_max 1.4437 1.5021 1.5194 limit 1.5369; theta_inf 56.950 deg; cond 1.8189 limit 1.8336
nu 0.9900 Z 135.67: gap exact 583084 eV, basis 584340 eV, tan 1s exact 0.86761 basis 0.86482
   tan_max 1.5378 1.6369 1.6742 limit 1.7187; theta_inf 59.808 deg; cond 1.9501 limit 1.9885
nu 0.9990 Z 136.90: gap exact 533846 eV, basis 547063 eV, tan 1s exact 0.95625 basis 0.92898
   tan_max 1.5497 1.6587 1.7047 limit 1.7758; theta_inf 60.615 deg; cond 1.9763 limit 2.0380
Ir point: kappa -2 tan_max 1.0660 limit 1.0665; kappa +1 tan_max 0.9955
nu = 1: argG((1+i)/2) -0.75073, argG(1+i/2) -0.24406 rad
nu = 1: theta 60.970 deg, tan 1.80181, cos 0.48527, cond 2.06071
diving basis: 31 s, max 3.10e+11 A^-2; Z_cr = 166.525
 Z 77.00: eps1-d = 934226.7 eV, cos_min 0.66934, cond 1.494, tan(lowest) 0.3073
 Z 137.04: eps1-d = 623240.0 eV, cos_min 0.61770, cond 1.619, tan(lowest) 0.7663
 Z 150.00: eps1-d = 440359.0 eV, cos_min 0.60321, cond 1.658, tan(lowest) 0.9748
 Z 164.52: eps1-d = 71015.6 eV, cos_min 0.58335, cond 1.714, tan(lowest) 1.259
 Z 171.52: eps1-d = -5.0 eV, cos_min 0.00000, cond 4.549e+07, tan(lowest) 456.3
```
